**Exponential and mean waiting times in kinetic Monte Carlo**

The program tests the relation Var T = Var T̄ + E[Σ τ²], where T is a first-passage time with exponential waits, T̄ is the same time with each wait replaced by its mean τ, and the sum runs over the configurations visited. The model is an adatom in a seven-site channel with a central trap and a descending step at each end; p is the escape probability per detachment and τ_b the mean wait in the trap. A simulation of 200,000 escapes, with a separate exponential clock for each process, is compared with linear equations and matrix exponentials. The program asserts the sequence statistics, the independence of event and waiting time, the means and variances on both clocks, both survival curves, and the times restored to stored sequences. It also asserts the competition with deposition against a direct time integral, the Boltzmann occupation of a closed strip, and the fluctuations of deposition counts. The output shows equal mean escape times of 0.593 s, but standard deviations of 0.593 s on the true clock and 0.543 s on the mean clock. Escape before a pulse at 0.05 s has probability 0.081 on the true clock and zero on the mean clock. The last lines size effects that the model neglects, the largest being the sensitivity of all times to the barriers.

## Numerical check

```python
"""
Result under test: in kinetic Monte Carlo with constant rates, replacing each
exponential waiting time by its mean tau = 1/(total rate) keeps the event
sequence and the mean first-passage time, but lowers the variance by the
expected sum of tau^2 over the visited states and distorts the distribution.

Model: an adatom in a channel of 2*m+1 sites with a trap in the middle. It
leaves the strip by stepping down at either end over an extra edge barrier.
A = escape matrix (minus the generator), P = jump matrix, tau = mean waits,
p_escape = chance that one detachment from the trap ends in escape.
"True clock" = exponential waits; "mean clock" = waits replaced by tau.
Energies in eV, lengths in angstrom, times in s, temperature in K.
"""
import numpy as np
from scipy import constants, integrate, linalg

# Round model parameters, roughly typical of metal epitaxy
temperature = 300.0
attempt = 3.0e12
E_hop, E_trap, E_edge = 0.40, 0.30, 0.03
E_cross, E_desorb = 0.60, 2.0
m = 3
spacing = 2.5
flux_slow, flux_fast = 0.01, 1.0        # monolayers per second
kT = constants.k * temperature / constants.e
n_sites = 2 * m + 1
k_hop = attempt * np.exp(-E_hop / kT)


def strip_rates(trap_depth):
    """Left and right hop rates from every site, including the exits."""
    left = np.full(n_sites, k_hop)
    right = np.full(n_sites, k_hop)
    left[m] = right[m] = k_hop * np.exp(-trap_depth / kT)
    left[0] = right[-1] = k_hop * np.exp(-E_edge / kT)
    return left, right


def matrices(left, right):
    tau = 1 / (left + right)
    transfer = np.diag(right[:-1], 1) + np.diag(left[1:], -1)
    return tau, transfer * tau[:, None], np.diag(1 / tau) - transfer


def passage_moments(trap_depth):
    """Mean, true variance, mean-clock variance, expected sum of tau^2."""
    tau, P, A = matrices(*strip_rates(trap_depth))
    first = np.linalg.solve(A, np.ones(n_sites))
    second = 2 * np.linalg.solve(A, first)
    I_P = np.eye(n_sites) - P
    first_mc = np.linalg.solve(I_P, tau)
    second_mc = np.linalg.solve(I_P, tau**2 + 2 * tau * (P @ first_mc))
    lost = np.linalg.solve(A, tau)
    return (first[m], second[m] - first[m]**2,
            second_mc[m] - first_mc[m]**2, lost[m])


left, right = strip_rates(E_trap)
tau, P, A = matrices(left, right)
tau_b = tau[m]
identity = np.eye(n_sites)
exit_rate = np.zeros(n_sites)
exit_rate[0], exit_rate[-1] = left[0], right[-1]
mean_T, var_T, var_mc, lost = passage_moments(E_trap)
assert abs(var_T - var_mc - lost) < 1e-6 * var_T

# Escape chance per detachment: closed form against a linear solve
p_escape = 1 / (m + np.exp(E_edge / kT))
side = slice(m + 1, n_sites)
hit = np.linalg.solve(np.eye(m) - P[side, side], (exit_rate * tau)[side])
assert abs(hit[0] - p_escape) < 1e-10
assert abs(lost / var_T - p_escape) < 1e-3

# Simulation with one exponential clock per process; the earliest one fires
rng = np.random.default_rng(12345)
walkers = 200000
position = np.full(walkers, m)
alive = np.arange(walkers)
T_true, T_mean, T_restored = np.zeros((3, walkers))
trap_visits = np.zeros(walkers, dtype=int)
events = np.zeros(walkers, dtype=int)
wait_out = wait_back = 0.0
late_out = late_back = n_out = n_back = 0
while alive.size:
    x = position[alive]
    clock_left = rng.exponential(size=x.size) / left[x]
    clock_right = rng.exponential(size=x.size) / right[x]
    wait = np.minimum(clock_left, clock_right)
    go_right = clock_right < clock_left
    T_true[alive] += wait
    T_mean[alive] += tau[x]
    T_restored[alive] += tau[x] * rng.exponential(size=x.size)
    trap_visits[alive] += x == m
    events[alive] += 1
    out = ((x == 0) & ~go_right) | ((x == n_sites - 1) & go_right)
    back = ((x == 0) | (x == n_sites - 1)) & ~out
    wait_out += wait[out].sum()
    wait_back += wait[back].sum()
    late_out += (wait[out] > tau[0]).sum()
    late_back += (wait[back] > tau[0]).sum()
    n_out += out.sum()
    n_back += back.sum()
    position[alive] = x + np.where(go_right, 1, -1)
    alive = alive[~out]

# Which event occurs: branching and sequence statistics of the jump chain
mean_events = np.linalg.solve(identity - P, np.ones(n_sites))[m]
branch_out = left[0] * tau[0]
assert abs(n_out / (n_out + n_back) - branch_out) < 0.004
assert abs(events.mean() / mean_events - 1) < 0.015
for j in range(1, 8):
    expected = p_escape * (1 - p_escape)**(j - 1)
    assert abs(np.mean(trap_visits == j) - expected) < 0.005
# When it occurs: the same waiting law whichever event wins
assert abs(wait_out / n_out / tau[0] - 1) < 0.012
assert abs(wait_back / n_back / tau[0] - 1) < 0.012
assert abs(late_out / n_out - np.exp(-1)) < 0.006
assert abs(late_back / n_back - np.exp(-1)) < 0.006

# Moments of both clocks and of times restored to a stored sequence
for sample, variance in ((T_true, var_T), (T_mean, var_mc),
                         (T_restored, var_T)):
    assert abs(sample.mean() / mean_T - 1) < 0.012
    assert abs(sample.var() / variance - 1) < 0.035

# Survival: matrix exponential, deep-trap law and mean-clock staircase
times = np.array([0.05, 0.15, 0.60, 1.20])
S_true = np.array([linalg.expm(-A * t)[m].sum() for t in times])
S_mean = (1 - p_escape)**np.floor(times / tau_b)
S_deep = np.exp(-p_escape * times / tau_b)
assert np.max(np.abs(S_true - S_deep)) < 1e-3
for t, s_true, s_mean in zip(times, S_true, S_mean):
    assert abs(np.mean(T_true > t) - s_true) < 0.006
    assert abs(np.mean(T_restored > t) - s_true) < 0.006
    assert abs(np.mean(T_mean > t) - s_mean) < 0.006
early_true = 1 - linalg.expm(-A * tau_b)[m].sum()
early_mean = np.mean(T_mean < tau_b)
assert early_mean == 0 and abs(np.mean(T_true < tau_b) - early_true) < 0.006

# Escape before the next deposition on the strip, at high flux
F = flux_fast * n_sites
tau_F = 1 / (1 / tau + F)
P_F = P * (tau_F / tau)[:, None]
catalogue = np.linalg.solve(identity - P_F, exit_rate * tau_F)[m]
lam, vec = np.linalg.eig(A)
weight = (vec[m] * np.linalg.solve(vec, np.ones(n_sites))).real
lam = lam.real
direct = integrate.quad(
    lambda t: F * np.exp(-F * t) * (1 - weight @ np.exp(-lam * t)),
    0, 6, epsabs=1e-10, limit=200)[0]
assert abs(catalogue - direct) < 1e-5
damp = np.exp(-F * tau)
separate = np.linalg.solve(identity - damp[:, None] * P,
                           damp * exit_rate * tau)[m]
assert abs(np.exp(-F * T_mean).mean() - separate) < 0.004
assert abs(np.exp(-F * T_true).mean() - catalogue) < 0.004
assert separate < catalogue

# Long-run occupation of a closed strip: jump weights times tau = Boltzmann
shallow = 0.05
cl, cr = strip_rates(shallow)
cl[0] = cr[-1] = 0.0
tau_c, P_c, _ = matrices(cl, cr)
system = np.vstack([P_c.T - identity, np.ones(n_sites)])
target = np.append(np.zeros(n_sites), 1.0)
jump_weight = np.linalg.lstsq(system, target, rcond=None)[0]
occupation = jump_weight * tau_c / (jump_weight @ tau_c)
boltzmann = np.ones(n_sites)
boltzmann[m] = np.exp(shallow / kT)
boltzmann /= boltzmann.sum()
assert np.max(np.abs(occupation - boltzmann)) < 1e-10

# Deposition counts on a patch in a fixed time window
patch, window = 1000, 5.05
patch_rate = flux_slow * patch
arrivals = np.cumsum(rng.exponential(1 / patch_rate, (20000, 150)), axis=1)
assert arrivals[:, -1].min() > window
counts = (arrivals < window).sum(axis=1)
regular = np.cumsum(np.full((20000, 150), 1 / patch_rate), axis=1)
regular_counts = (regular < window).sum(axis=1)
expected_count = patch_rate * window
assert abs(counts.mean() / expected_count - 1) < 0.006
assert abs(counts.var() / expected_count - 1) < 0.06
assert regular_counts.std() == 0

# Sizes of neglected effects
occupancy_time = np.linalg.solve(A.T, identity[m])
assert abs(occupancy_time.sum() / mean_T - 1) < 1e-8
depth = np.zeros(n_sites)
depth[m] = E_trap
cross = 2 * attempt * np.exp(-(E_cross + depth) / kT) @ occupancy_time
desorb = attempt * np.exp(-(E_desorb + depth) / kT) @ occupancy_time
quantum = constants.h * attempt / constants.e / kT
wigner = 1 + quantum**2 / 24
atomic_time = constants.physical_constants['atomic unit of time'][0]

print(f"temperature {temperature:.0f} K, kT {kT:.5f} eV")
print(f"attempt frequency {attempt:.1e} 1/s")
print(f"hop barrier {E_hop:.2f} eV, extra trap depth {E_trap:.2f} eV")
print(f"extra step-edge barrier {E_edge:.2f} eV")
print(f"sites {n_sites}, m {m}, strip width {n_sites*spacing:.1f} angstrom")
print(f"free hop rate, each way {k_hop:.4e} 1/s")
print(f"step-down rate at edge {left[0]:.4e} 1/s")
print(f"detachment rate, each way {left[m]:.4f} 1/s")
print(f"mean wait in trap tau_b {tau_b:.5f} s")
print(f"mean wait on inner free site {tau[1]:.4e} s")
print(f"mean wait on edge site {tau[0]:.4e} s")
print(f"step-down probability per edge visit {branch_out:.4f}")
print(f"escape probability per detachment {p_escape:.4f}")
print(f"mean trap visits {1/p_escape:.3f}, simulated {trap_visits.mean():.3f}")
print(f"mean events {mean_events:.2f}, simulated {events.mean():.2f}")
print(f"mean escape time, both clocks {mean_T:.4f} s")
print(f"mean escape time {mean_T/atomic_time:.3e} atomic units")
print(f"simulated means: true {T_true.mean():.4f}, "
      f"mean clock {T_mean.mean():.4f} s")
print(f"variance: true {var_T:.5f}, mean clock {var_mc:.5f} s^2")
print(f"expected sum of tau^2 (lost variance) {lost:.5f} s^2")
print(f"standard deviation: true {var_T**0.5:.4f}, "
      f"mean clock {var_mc**0.5:.4f} s")
print(f"simulated standard deviation: true {T_true.std():.4f}, "
      f"mean clock {T_mean.std():.4f}, restored {T_restored.std():.4f} s")
for t, a, b in zip(times, S_true, S_mean):
    print(f"survival at {t:.2f} s: true {a:.4f}, mean clock {b:.4f}")
print(f"escape before pulse at {times[0]:.2f} s: true {1-S_true[0]:.4f}, "
      f"mean clock {1-S_mean[0]:.4f}")
print(f"escape before tau_b: true {early_true:.4f}, "
      f"mean clock {early_mean:.4f}")
print(f"fast flux {flux_fast:.1f} ML/s, deposition on strip {F:.1f} 1/s")
print(f"escape before deposition, one catalogue {catalogue:.4f}")
print(f"same, direct time integral {direct:.4f}")
print(f"same, mean escape clock + separate Poisson stream {separate:.4f}")
for d in (0.0, 0.05, 0.10, 0.20, 0.30):
    mean_d, var_d, _, lost_d = passage_moments(d)
    print(f"trap depth {d:.2f} eV: mean {mean_d:.3e} s, "
          f"lost variance fraction {lost_d/var_d:.4f}")
print(f"closed strip, depth {shallow:.2f} eV: trap occupation from jumps "
      f"{occupation[m]:.4f}, Boltzmann {boltzmann[m]:.4f}")
print(f"patch {patch} sites, flux {flux_slow:.2f} ML/s, window {window:.2f} s")
print(f"deposition count: mean {expected_count:.1f}, "
      f"Poisson deviation {expected_count**0.5:.2f}")
print(f"simulated count deviation: true {counts.std():.2f}, "
      f"mean clock {regular_counts.std():.2f}")
print(f"neglected: 0.01 eV error in all barriers, time factor "
      f"{np.exp(0.01/kT):.3f}")
print(f"neglected: Wigner tunnelling factor {wigner:.4f} "
      f"(barrier frequency = attempt frequency)")
print(f"neglected: depositions on strip per escape at slow flux "
      f"{flux_slow*n_sites*mean_T:.4f}")
print(f"neglected: cross-channel hops per escape {cross:.4f} "
      f"(barrier {E_cross:.2f} eV)")
print(f"neglected: desorptions per escape {desorb:.1e} "
      f"(barrier {E_desorb:.1f} eV)")
print(f"free-site wait in vibration periods {tau[1]*attempt:.2e}")
print("verified")
```

It prints:

```
temperature 300 K, kT 0.02585 eV
attempt frequency 3.0e+12 1/s
hop barrier 0.40 eV, extra trap depth 0.30 eV
extra step-edge barrier 0.03 eV
sites 7, m 3, strip width 17.5 angstrom
free hop rate, each way 5.7203e+05 1/s
step-down rate at edge 1.7924e+05 1/s
detachment rate, each way 5.2196 1/s
mean wait in trap tau_b 0.09579 s
mean wait on inner free site 8.7408e-07 s
mean wait on edge site 1.3311e-06 s
step-down probability per edge visit 0.2386
escape probability per detachment 0.1615
mean trap visits 6.191, simulated 6.184
mean events 29.15, simulated 29.09
mean escape time, both clocks 0.5931 s
mean escape time 2.452e+16 atomic units
simulated means: true 0.5922, mean clock 0.5924 s
variance: true 0.35177, mean clock 0.29496 s^2
expected sum of tau^2 (lost variance) 0.05681 s^2
standard deviation: true 0.5931, mean clock 0.5431 s
simulated standard deviation: true 0.5927, mean clock 0.5431, restored 0.5947 s
survival at 0.05 s: true 0.9192, mean clock 1.0000
survival at 0.15 s: true 0.7765, mean clock 0.8385
survival at 0.60 s: true 0.3636, mean clock 0.3475
survival at 1.20 s: true 0.1322, mean clock 0.1208
escape before pulse at 0.05 s: true 0.0808, mean clock 0.0000
escape before tau_b: true 0.1491, mean clock 0.0000
fast flux 1.0 ML/s, deposition on strip 7.0 1/s
escape before deposition, one catalogue 0.1941
same, direct time integral 0.1941
same, mean escape clock + separate Poisson stream 0.1446
trap depth 0.00 eV: mean 2.739e-05 s, lost variance fraction 0.0445
trap depth 0.05 eV: mean 5.942e-05 s, lost variance fraction 0.0839
trap depth 0.10 eV: mean 2.810e-04 s, lost variance fraction 0.1438
trap depth 0.20 eV: mean 1.242e-02 s, lost variance fraction 0.1611
trap depth 0.30 eV: mean 5.931e-01 s, lost variance fraction 0.1615
closed strip, depth 0.05 eV: trap occupation from jumps 0.5355, Boltzmann 0.5355
patch 1000 sites, flux 0.01 ML/s, window 5.05 s
deposition count: mean 50.5, Poisson deviation 7.11
simulated count deviation: true 7.07, mean clock 0.00
neglected: 0.01 eV error in all barriers, time factor 1.472
neglected: Wigner tunnelling factor 1.0096 (barrier frequency = attempt frequency)
neglected: depositions on strip per escape at slow flux 0.0415
neglected: cross-channel hops per escape 0.0137 (barrier 0.60 eV)
neglected: desorptions per escape 2.1e-26 (barrier 2.0 eV)
free-site wait in vibration periods 2.62e+06
verified
```
